# Why alloy scattering is nearly isotropic and follows x(1 − x)

## The result and its range

In a random substitutional alloy A$_{1-x}$B$_x$, a slow electron scatters equally in all directions, at a rate proportional to $x(1-x)$ and to its speed. Its mean free path therefore does not depend on energy, and the mobility of a nondegenerate bulk gas falls as $T^{-1/2}$. In Hartree atomic units ($\hbar=e=m_e=1$),

$$
\frac1\tau=\frac{x(1-x)\,\Omega U_0^2\,m k}{\pi},\qquad
l=\frac{\pi}{x(1-x)\,\Omega U_0^2m^2},\qquad
\mu=\frac{4l}{3\sqrt{2\pi m k_BT}} .
$$

Here $k$ is the wave number, $m$ the effective mass, $\Omega$ the volume per alloy site, and $U_0$ the strength of the difference between a B and an A site, defined below.

These formulas hold to lowest order in the scattering, for independent site occupations, a short-ranged site potential and one isotropic parabolic valley with an s-like band edge. The mobility is the alloy-limited one, with other scattering left out. Two further idealizations are made. The atoms stay on the ideal lattice: in a size-mismatched alloy each site also carries a long-ranged strain field, whose contribution in a cubic crystal depends on the direction of the momentum transfer even for slow electrons. And the carriers are too dilute to screen the disorder: free-carrier screening weakens small-angle scattering and raises the mobility.

Two separate facts produce the isotropy. Independent occupations give a white structure factor: all wave vectors are equally present in the disorder. A short-ranged site potential gives a flat form factor. Randomness alone is not enough, as randomly placed Coulomb centres show below.

## What scatters: the departure from the mean

Let $c_i=1$ if site $i$ holds B and $c_i=0$ if it holds A. With site potentials $v_A$, $v_B$ and $u=v_B-v_A$,

$$
V(\mathbf r)=\sum_i\left[v_A(\mathbf r-\mathbf R_i)+c_i\,u(\mathbf r-\mathbf R_i)\right].
$$

Adding and subtracting $x\,u$ at every site gives

$$
V=\sum_i\left[v_A+x\,u\right]+\delta V,\qquad
\delta V=\sum_i(c_i-x)\,u(\mathbf r-\mathbf R_i).
$$

The first sum is periodic. It defines the bands of the virtual crystal and does not scatter their Bloch states. Only $\delta V$ does.

## Why the spectrum is white and carries $x(1-x)$

Since $c_i$ is 0 or 1, $c_i^2=c_i$, so its variance is $\langle c_i^2\rangle-x^2=x-x^2=x(1-x)$. Different sites are independent, so their deviations have zero covariance:

$$
\langle(c_i-x)(c_j-x)\rangle=x(1-x)\,\delta_{ij}.
$$

For $N$ sites the structure factor of the disorder is then

$$
S(\mathbf q)=\frac1N\Big\langle\Big|\sum_i(c_i-x)e^{-i\mathbf q\cdot\mathbf R_i}\Big|^2\Big\rangle
=\frac1N\sum_{ij}x(1-x)\delta_{ij}\,e^{-i\mathbf q\cdot(\mathbf R_i-\mathbf R_j)}=x(1-x).
$$

The phases, which alone could carry a dependence on $\mathbf q$, cancel when $i=j$. The composition factor is the variance of one site. It vanishes for either pure crystal and is largest at $x=1/2$, where an occupation is least predictable.

A sample with a fixed number of B atoms differs slightly. Its deviations sum to zero, so squaring that sum gives $Nx(1-x)+N(N-1)C=0$ for the pair covariance $C$, or $C=-x(1-x)/(N-1)$. For an allowed $\mathbf q$ that is not a reciprocal lattice vector, $\sum_ie^{-i\mathbf q\cdot\mathbf R_i}=0$, so the phase factors of the pairs $i\ne j$ sum to $-N$. Hence $S=x(1-x)-C=x(1-x)N/(N-1)$: still white, with a negligible change for large $N$.

## Why the angle hardly matters

Take plane-wave envelopes normalized in the volume $N\Omega$, and let $\mathbf q=\mathbf k'-\mathbf k$. Shifting the integration variable by $\mathbf R_i$ gives

$$
\langle\mathbf k'|u(\mathbf r-\mathbf R_i)|\mathbf k\rangle
=\frac{e^{-i\mathbf q\cdot\mathbf R_i}}{N}U(\mathbf q),\qquad
U(\mathbf q)=\frac1\Omega\int u(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}\,d^3r .
$$

Thus $U_0=U(0)$. With full Bloch functions, the corresponding strength is $U_0=N\langle\mathbf k|u|\mathbf k\rangle$ at the band edge, which includes the atomic-scale part of the wave function. Summing over sites and averaging,

$$
\langle|\delta V_{\mathbf k'\mathbf k}|^2\rangle=\frac{|U(\mathbf q)|^2}{N^2}\,N S(\mathbf q)
=\frac{x(1-x)}{N}|U(\mathbf q)|^2 .
$$

Any angular dependence now sits in $U(\mathbf q)$. For a Gaussian $u\propto e^{-r^2/2s^2}$ the Fourier transform is again Gaussian, $U(q)=U_0e^{-q^2s^2/2}$. Elastic scattering through an angle $\theta$ has

$$
q^2=k^2+k^2-2k^2\cos\theta=2k^2(1-\cos\theta),
$$

so $q$ runs from 0 to $2k$, and the ratio of backward to forward scattering is $e^{-4k^2s^2}$. A slow electron has a wavelength much longer than $s$ and cannot resolve the shape of the site potential.

Contrast a screened Coulomb potential $e^{-r/L}/r$. Its transform is

$$
\frac{4\pi}{q}\int_0^\infty e^{-r/L}\sin(qr)\,dr=\frac{4\pi}{q^2+L^{-2}},
$$

and the squared ratio of its values at $q=2k$ and $q=0$ is $(1+4k^2L^2)^{-2}$. When $kL$ is large, scattering is strongly forward even if the centres are placed at random.

## The rate and the fixed mean free path

The golden rule gives

$$
\frac1\tau=2\pi\sum_{\mathbf k'}\langle|\delta V_{\mathbf k'\mathbf k}|^2\rangle\,\delta(E_{k'}-E_k).
$$

The potential does not flip spin, so one spin direction is counted. The number of states per volume in a shell is $4\pi k^2dk/(2\pi)^3=k^2dk/(2\pi^2)$. With $E=k^2/2m$, $dk=m\,dE/k$, and the density of states is $mk/(2\pi^2)$. For $U(q)\approx U_0$,

$$
\frac1\tau=2\pi\cdot\frac{x(1-x)U_0^2}{N}\cdot N\Omega\cdot\frac{mk}{2\pi^2}
=\frac{x(1-x)\,\Omega U_0^2\,mk}{\pi}.
$$

The loss of forward momentum carries an extra weight $1-\cos\theta$. Its average over a sphere is one, so the transport rate equals the total rate.

The speed is $v=k/m$, and $l=v\tau$ gives the free path stated at the start, with $k$ cancelled. A faster electron has proportionally more final states available, so it scatters proportionally more often and travels the same distance between collisions.

The Gaussian width changes the transport rate by the factor

$$
\frac12\int_{-1}^{1}(1-c)\,e^{-2k^2s^2(1-c)}dc
\approx1-2k^2s^2\cdot\frac12\int_{-1}^{1}(1-c)^2dc=1-\frac83k^2s^2,
$$

where $c=\cos\theta$ and the last average equals $4/3$.

## Why the mobility falls as $T^{-1/2}$

A field $F$ along $x$ drives an electron of charge $-1$ with $\dot k_x=-F$. Write the steady distribution as $f_0+f_1$, to first order in $F$. Isotropic scattering returns electrons equally in all directions, so the part of $f_1$ odd in velocity simply decays at the rate $1/\tau$:

$$
-F\frac{\partial f_0}{\partial k_x}=-\frac{f_1}{\tau}
\quad\Rightarrow\quad
f_1=\tau F v_x\frac{\partial f_0}{\partial E}=-\frac{\tau F v_x}{k_BT}f_0 .
$$

The last step uses $f_0\propto e^{-E/k_BT}$, the nondegenerate case. The mean drift velocity is $-F\langle v_x^2\tau\rangle/k_BT$, and its magnitude per field is the mobility. Since $\langle v_x^2\tau\rangle=\langle v^2\tau\rangle/3$ and $v\tau=l$ is constant,

$$
\mu=\frac{\langle v^2\tau\rangle}{3k_BT}=\frac{l\,\langle v\rangle}{3k_BT}.
$$

With $a=m/(2k_BT)$, the mean thermal speed is

$$
\langle v\rangle=\frac{\int_0^\infty v^3e^{-av^2}dv}{\int_0^\infty v^2e^{-av^2}dv}
=\frac{1/(2a^2)}{\sqrt\pi/(4a^{3/2})}=\frac{2}{\sqrt{\pi a}}=\sqrt{\frac{8k_BT}{\pi m}} .
$$

Substitution gives

$$
\mu=\frac{l}{3k_BT}\sqrt{\frac{8k_BT}{\pi m}}=\frac{4l}{3\sqrt{2\pi mk_BT}}
=\frac{2\sqrt{2\pi}}{3}\,\frac{1}{x(1-x)\,\Omega U_0^2\,m^{5/2}\sqrt{k_BT}} .
$$

The diffusion constant $l\langle v\rangle/3$ grows as $T^{1/2}$. Dividing by $k_BT$, as the Einstein relation requires, leaves $T^{-1/2}$. The disorder itself is frozen; temperature enters through the electrons.

The finite width lengthens the transport path by $1+\frac83m^2v^2s^2$ to first order. The average needed is $\langle v^3\rangle/\langle v\rangle=(1/a^3)/(1/2a^2)=2/a=4k_BT/m$, so the mobility rises by the factor $1+\frac{32}{3}mk_BTs^2$.

## How large: a worked example

Take round model parameters, belonging to no particular material: $m=0.1$, a cubic lattice constant of 11 bohr with four alloy sites per cube, $U_0=0.02$ hartree, $s=2.75$ bohr, $x=0.3$ and $T=300$ K. Then $\Omega=11^3/4=332.75$ bohr$^3$, $x(1-x)=0.21$ and $k_BT=9.50\times10^{-4}$ hartree.

An electron of energy $k_BT$ has $k=\sqrt{2mk_BT}=0.0138$ bohr$^{-1}$, so $ks=0.038$. Backward scattering is 0.994 times as strong as forward scattering. For Coulomb centres screened over 200 bohr, the same ratio would be $1.0\times10^{-3}$.

The free path is

$$
l=\frac{\pi}{0.21\times332.75\times(0.02)^2\times(0.1)^2}=1.12\times10^4\ \text{bohr}\approx595\ \text{nm},
$$

and the scattering time at energy $k_BT$ is about 2.0 ps. The mobility is

$$
\mu=\frac{4\times1.124\times10^4}{3\sqrt{2\pi\times0.1\times9.50\times10^{-4}}}
=6.13\times10^5\ \text{a.u.}\approx2.6\times10^4\ \text{cm}^2/(\text{V s}).
$$

With the other parameters fixed, it is $2.2\times10^4$ cm$^2$/(V s) at $x=0.5$ and $6.1\times10^4$ at both $x=0.1$ and $x=0.9$. At $x=0.3$ it falls from $3.7\times10^4$ at 150 K to $1.8\times10^4$ at 600 K, a factor of two for a fourfold rise in temperature. Simulated random flights, which take the scattering rate from the formula and are analysed with the Einstein relation, test the thermal average. They give a temperature exponent of $-0.50$, with a sampling uncertainty of about 0.01.

The finite site width raises the 300 K mobility by 0.8% and changes the local exponent to $-0.492$. The product $kl=155$ at energy $k_BT$ shows that the electron completes many wavelengths between collisions, as the Boltzmann description requires. The slowest electrons, with $kl\lesssim1$, lie outside that description, but they are a small part of this thermal gas.

## When the simple law needs correction

**Stronger site potentials.** The next Born order adds to the amplitude a second visit to the disorder. Its interference with the first-order amplitude contains three factors $c_i-x$. For independent sites the average vanishes unless all three belong to one site, where

$$
\langle(c_i-x)^3\rangle=x(1-x)^3-(1-x)x^3=x(1-x)(1-2x).
$$

For a slow electron, the second-order amplitude of one site relative to its first-order amplitude is

$$
\Omega U_0\int\frac{d^3p}{(2\pi)^3}\frac{e^{-p^2s^2}}{-p^2/2m}
=-\frac{m\Omega U_0}{\pi^2}\int_0^\infty e^{-p^2s^2}dp
=-\frac{m\Omega U_0}{2\pi^{3/2}s}\equiv-\beta .
$$

The interference appears twice in the squared amplitude, so the rate acquires the factor $1-2\beta(1-2x)$. In the example $\beta=0.022$ and the rate falls by 1.7%. The intermediate momenta reach $p\sim1/s$, a sizeable part of the Brillouin zone, so this value of $\beta$ belongs to the parabolic model; in a real alloy it depends on the bands far from the edge. Valence-band states lie below the edge and enter with the opposite sign of the energy denominator, so in a narrow-gap alloy even the sign of $\beta$ can reverse.

In this one-band model, where every intermediate state lies above the band edge, the sign has a simple meaning. A weakly repulsive site pushes the wave away and scatters less than the lowest order predicts; a weakly attractive site draws it in and scatters more. This rule does not extend to wells deep enough to bind an electron, where the Born expansion fails. Measured from the virtual crystal, a B site carries $(1-x)u$ and an A site carries $-xu$, so the two species have opposite signs and the minority species has the larger deviation. In the one-band model its sign decides the correction: the rate falls when the minority atoms are repulsive, rises when they are attractive, and at this order the two contributions cancel at $x=1/2$. Exchanging the roles of A and B changes both $U_0\to-U_0$ and $x\to1-x$, which leaves the correction unchanged, as it must. At fixed $U_0$, however, the composition curve is no longer symmetric about $x=1/2$.

Waves propagated through random lattices show this directly. For point-like sites with $m=1$, $\Omega=1$ bohr$^3$ and $k=1.495$ bohr$^{-1}$, where the relative second-order correction is larger than in the example, the decay rate at $x=0.2$ is 0.00436 a.u. for $U_0=+0.25$ and 0.00524 a.u. for $U_0=-0.25$. Their mean, 0.00480, agrees with the lowest-order value 0.00476 within the sampling noise of a few percent.

**Short-range order.** If neighbouring occupations are correlated, the sum over pairs no longer reduces to $i=j$. A chain whose covariance at separation $d$ sites is $x(1-x)\lambda^{|d|}$, with $0\le\lambda<1$, illustrates the effect. With $q$ in inverse site spacings and $z=\lambda e^{iq}$, the geometric series gives

$$
\frac{S(q)}{x(1-x)}=1+2\,\mathrm{Re}\frac{z}{1-z}
=\mathrm{Re}\frac{1+z}{1-z}=\frac{1-\lambda^2}{1-2\lambda\cos q+\lambda^2}.
$$

For $\lambda=0.3$, a tendency of like atoms to cluster, $S(0)$ is 1.86 times $x(1-x)$, while $S(\pi)$ is only 0.29 times $S(0)$. The spectrum is far from white across the zone. Now take the chain spacing to be the nearest-neighbour distance $11/\sqrt2=7.78$ bohr of a face-centred cubic version of the example's lattice. The largest momentum transfer $2k$ of the electron of energy $k_BT$ is then $q=0.214$, and there $S$ is still 0.973 times $S(0)$. For such weak order, the strength of slow-electron scattering changes much more than its angular dependence, and if $\lambda$ varies with composition the $x(1-x)$ law is lost even though the scattering stays nearly isotropic. For small $q$, $S(q)/S(0)\approx1/[1+\lambda q^2/(1-\lambda)^2]$, so isotropy requires $\lambda q^2\ll(1-\lambda)^2$ at $q=2k$. Strong clustering breaks it: at $\lambda=0.8$ the same ratio is 0.52.

**Nonparabolic bands.** With $E(1+\alpha E)=k^2/2m$, the density of states is proportional to $\sqrt E\,(1+\tfrac52\alpha E)$ and $v^2$ to $E(1-3\alpha E)$, to first order in $\alpha$. Since $\tau$ is inverse to the density of states, $\mu\propto\int v^2e^{-E/k_BT}dE$ divided by $k_BT$ times the thermal integral of the density of states. The numerator gains the factor $1-6\alpha k_BT$ and the denominator $1+\tfrac{15}{4}\alpha k_BT$, so $\mu$ falls by $1-\tfrac{39}{4}\alpha k_BT$ at fixed matrix element. For $\alpha=0.4$ eV$^{-1}$ at 300 K this is about 10% and moves the exponent to about $-0.6$; the loss of s character away from the edge offsets part of the shift. The free path then depends on energy, and the effect is larger than the site-width and next-Born-order corrections of the example.

**Faster electrons or broader potentials.** Isotropy fails once $2ks$ approaches one: the backward-to-forward ratio $e^{-4k^2s^2}$ is already $e^{-1}\approx0.37$ at $ks=1/2$. In the wave calculation, sites of width 1 bohr at $k=1.495$ bohr$^{-1}$ give a mean scattering cosine of 0.76, against 0.78 from the form factor. Point-like sites give $-0.006$, consistent with zero.

**A degenerate gas.** At low temperature $-\partial f_0/\partial E$ is concentrated at the Fermi energy. All current-carrying electrons then share one relaxation time, and $\mu=\tau(k_F)/m=l/k_F$. At fixed density $k_F$ is fixed, and the temperature dependence disappears. The value $l/k_F$ neglects screening of the disorder by the gas itself, which raises the mobility appreciably when the Thomas-Fermi wave number is comparable to $k_F$. The computed exponent is $-0.003$ when the chemical potential is $25k_BT$ above the band edge.

## What to do with data

First check that the gas is nondegenerate and that alloy scattering dominates; only then does the formula describe a measured mobility. The exponent alone does not identify the mechanism. Unscreened piezoelectric scattering by acoustic phonons has a squared matrix element proportional to $T/q^2$, hence a transport rate proportional to $T/k$, and $\langle v^2\tau\rangle/k_BT$ again falls as $T^{-1/2}$. If another elastic or nearly elastic mechanism matters, add its transport rate to the alloy rate at each energy and then average. Inelastic, anisotropic scattering, such as by polar optical phonons, couples different energies and has no single relaxation time; the linearized Boltzmann equation must then be solved with both mechanisms present. Adding inverse mobilities is generally an approximation, because the mechanisms may weight energies differently. Near $x=0$ or $x=1$ the alloy rate vanishes, so some other mechanism must set the mobility there.

To examine composition, compare $\mu\,m^{5/2}\Omega\sqrt{k_BT}$ with $1/[x(1-x)]$, using the mass and site volume of each alloy. A remaining departure can come from a composition-dependent $U_0$, from short-range order, from higher Born orders, from nonparabolicity, from strain around size-mismatched atoms or from free-carrier screening. The low-$q$ scattering strength contains the product $S(0)U_0^2$, so mobility alone cannot separate order from site strength.

When extracting $U_0$, treat the mass with care. At given $\mu$, $U_0\propto m^{-5/4}$: a mass taken 10% too large makes the inferred $U_0$ about 11% too small. The result is an effective band-edge strength for the chosen virtual crystal, which need not equal the difference of two free-atom energies.

The numerical check below covers the white spectrum, wave decay, angular distributions, mobility, and the corrections for site width, next Born order, short-range order and degeneracy within the one-band parabolic model.

## Computed values

```
Enumeration, x = 0.3: sites = 12
  spectrum min, max = 0.210000, 0.210000
  fixed x = 0.3333, q nonzero: 0.242424
Wave test: 32^3 sites, k = 1.4954, |U0| = 0.25 (a.u.)
  x=0.5 rate: wave 0.00734, formula 0.00744 a.u.
  x=0.2 rate: wave 0.00480, formula 0.00476 a.u.
  rate ratio x=0.2 to x=0.5: 0.654
  formula ratio: 0.640
  mean cosine, point-like sites: -0.006
  mean cosine, sites of width 1 bohr: 0.764
  predicted for width 1 bohr: 0.777
  x=0.2 rate, U0 > 0: 0.00436; U0 < 0: 0.00524 a.u.
  asymmetry: 0.092, predicted 0.094
Example: x = 0.3, m = 0.1 electron masses, T = 300 K
  lattice constant = 11.0 bohr, Omega = 332.75 bohr^3
  U0 = 0.02 hartree, site width s = 2.75 bohr
  kT = 9.5004e-04 hartree
  k at energy kT = 0.01378 bohr^-1, k*s = 0.0379
  backward/forward scattering, alloy = 0.9943
  same, Coulomb screened at 200 bohr = 1.01e-03
  scattering rate at energy kT = 1.2264e-05 a.u.
  scattering time at energy kT = 1972.3 fs
  mean free path = 11239.6 bohr = 594.8 nm
  k times mean free path = 154.9
  mobility = 6.1338e+05 a.u. = 26096 cm^2/(V s)
  mobility at x = 0.1: 60890 cm^2/(V s)
  mobility at x = 0.5: 21920 cm^2/(V s)
  mobility at x = 0.9: 60890 cm^2/(V s)
  mobility at 150 K: 36905 cm^2/(V s)
    random flights: 36958 cm^2/(V s)
  mobility at 600 K: 18452 cm^2/(V s)
    random flights: 18461 cm^2/(V s)
  temperature exponent from random flights = -0.501
  finite range: transport-rate factor at kT = 0.99618
  finite range: mobility gain = 0.77 percent
  finite range: temperature exponent = -0.4923
  next Born order: beta = 0.0217
  exact/Born scattering length = 0.9788
  rate change from next Born order = -1.74 percent
Exponent at fixed density, mu_chem/kT = -8: -0.4999
Exponent at fixed density, mu_chem/kT = 25: -0.0026
Chain order lambda = 0.3: S(0)/[x(1-x)] = 1.8571
  q times site spacing = 0.2144, S(q)/S(0) = 0.9727
  S(pi)/S(0) = 0.2899
```
